# Avalanche growth with a dead space when one carrier ionizes: a program that tests the result

```python
# Result under test: single-carrier impact ionization with a dead space.
# Every electron starts at rest, cannot ionize within dead_space, then ionizes
# with probability alpha per length; both electrons restart at rest afterwards.
# The mean electron number n(x) tends to A*exp(gamma*x), where
#     alpha + gamma = 2*alpha*exp(-gamma*dead_space),
#     gamma/alpha = W(2u e^u)/u - 1,  u = alpha*dead_space  (W: Lambert function).
# Lengths are in nm, alpha and gamma in 1/nm.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammainc, lambertw

alpha = 0.01
dead_space = 50.0
region = 500.0
u = alpha * dead_space
mean_flight = dead_space + 1 / alpha


def rate_from_integral(a, d):
    """Root of 2*integral(flight density * exp(-g*s)) = 1 by quadrature."""
    def excess(g):
        value = quad(lambda s: a * np.exp(-a * (s - d) - g * s),
                     d, d + 40 / a, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
        return 2 * value - 1
    return brentq(excess, 0.0, 1.5 * a, xtol=1e-15)


def rate_lambert(a, d):
    v = a * d
    return a * (lambertw(2 * v * np.exp(v)).real / v - 1)


def mean_number(x):
    """Finite sum over ionization generations."""
    total = 1.0
    for k in range(1, int(x / dead_space) + 1):
        total += 2.0**(k - 1) * gammainc(k, alpha * max(x - k * dead_space, 0))
    return total


def residue(s):
    return (alpha + s) / (2 * s * (1 + dead_space * (alpha + s)))


# Growth rate: closed form against the defining integral, several dead spaces
gamma = rate_lambert(alpha, dead_space)
amplitude = residue(gamma)
for v in (0.05, 0.2, 0.5, 1.0, 3.0):
    d_test = v / alpha
    g_test = rate_from_integral(alpha, d_test)
    assert abs(g_test / rate_lambert(alpha, d_test) - 1) < 1e-8
    m_test = d_test + 1 / alpha
    assert np.log(2) / m_test < g_test < 1 / m_test
assert abs(gamma / alpha - 0.53) < 0.005

# Small dead space: gamma/alpha = 1 - 2u
u_small = 1e-4
slope = (rate_from_integral(alpha, u_small / alpha) / alpha - 1) / u_small
assert abs(slope + 2) < 1e-3

# Direct solution of the renewal integral equation (trapezoidal rule)
step = 0.5
lag = int(round(dead_space / step))
grid = step * np.arange(2001)
survival = np.exp(-alpha * np.maximum(grid - dead_space, 0))
density = alpha * survival          # used only from the dead space onwards
numeric = np.ones(grid.size)
for i in range(lag + 1, grid.size):
    f = density[lag:i + 1] * numeric[i - lag::-1]
    numeric[i] = survival[i] + 2 * step * (f.sum() - 0.5 * (f[0] + f[-1]))
series = np.array([mean_number(x) for x in grid])
series_error = np.max(np.abs(numeric / series - 1))
assert series_error < 2e-4          # second-order quadrature error
numeric_rate = np.log(numeric[2000] / numeric[1600]) / (grid[2000] - grid[1600])
assert abs(numeric_rate / gamma - 1) < 2e-5
numeric_amplitude = numeric[1000] * np.exp(-gamma * grid[1000])
assert abs(numeric_amplitude / amplitude - 1) < 2e-4

# Complex roots: all lie left of gamma and rebuild the transient
branches = np.arange(1, 201)
roots = alpha * (lambertw(2 * u * np.exp(u), branches) / u - 1)
assert np.max(np.abs(2 * alpha * np.exp(-roots * dead_space)
                     / (alpha + roots) - 1)) < 1e-8
assert np.max(roots.real) < gamma
x_test = 200.0
full = (amplitude * np.exp(gamma * x_test)
        + 2 * np.sum(residue(roots) * np.exp(roots * x_test)).real)
assert abs(full - mean_number(x_test)) < 1e-8
assert abs(amplitude * np.exp(gamma * region) / mean_number(region) - 1) < 1e-6

# Simulation of the branching process up to the end of the region
rng = np.random.default_rng(12345)
trees = 40000
birth = np.zeros(trees)
tree = np.arange(trees)
count = np.zeros(trees)
active = np.zeros(trees)
while birth.size:
    event = birth + dead_space + rng.exponential(1 / alpha, birth.size)
    alive = event > region
    count += np.bincount(tree[alive], minlength=trees)
    past = alive & (region - birth > dead_space)
    active += np.bincount(tree[past], minlength=trees)
    birth = np.repeat(event[~alive], 2)
    tree = np.repeat(tree[~alive], 2)
mc_mean = count.mean()
mc_error = count.std() / np.sqrt(trees)
mc_fraction = active.sum() / count.sum()
fraction_error = (active - mc_fraction * count).std() / mc_mean / np.sqrt(trees)
assert abs(mc_mean - mean_number(region)) < 5 * mc_error
assert abs(mc_fraction - gamma / alpha) < 5 * fraction_error

# One lineage followed over a long distance ionizes at a higher rate
flights = dead_space + rng.exponential(1 / alpha, 200000)
long_path = 2.9e7
events = np.cumsum(flights)
assert events[-1] > long_path
lineage_rate = np.count_nonzero(events < long_path) / long_path
assert abs(lineage_rate * mean_flight - 1) < 0.008
assert lineage_rate > 1.1 * gamma

# Alternative convention: the old electron stays able to ionize
able = np.ones(4001)
for i in range(lag, 4000):
    able[i + 1] = able[i] + 0.5 * step * alpha * (able[i - lag] + able[i + 1 - lag])
other_numeric = np.log(able[4000] / able[3600]) / (400 * step)
other_rate = lambertw(u).real / dead_space
assert abs(other_numeric / other_rate - 1) < 2e-5

print(f"alpha = {alpha:.4f} 1/nm")
print(f"dead space d = {dead_space:.1f} nm")
print(f"alpha*d = {u:.3f} (dimensionless)")
print(f"region length = {region:.1f} nm")
print(f"mean flight d + 1/alpha = {mean_flight:.1f} nm")
print(f"Lambert argument 2u e^u = {2*u*np.exp(u):.6f}")
print(f"Lambert value W = {lambertw(2*u*np.exp(u)).real:.6f}")
print(f"gamma/alpha = {gamma/alpha:.6f}")
print(f"gamma = {gamma:.7f} 1/nm")
print(f"gamma converted = {gamma*1e7:.4e} 1/cm")
print(f"gamma/alpha from integral equation = {numeric_rate/alpha:.6f}")
print(f"largest relative gap, integral equation vs sum = {series_error:.1e}")
print(f"amplitude A = {amplitude:.6f}")
print(f"A from integral equation = {numeric_amplitude:.6f}")
print(f"lower bound ln2/(mean flight)/alpha = {np.log(2)/mean_flight/alpha:.6f}")
print(f"upper bound 1/(mean flight)/alpha = {1/mean_flight/alpha:.6f}")
print(f"small-u slope of gamma/alpha = {slope:.4f}")
print(f"first transient root/alpha, real part = {roots[0].real/alpha:.4f}")
print(f"first transient root/alpha, imaginary part = {roots[0].imag/alpha:.4f}")
for x in (50.0, 100.0, 150.0, 200.0, 500.0):
    print(f"x = {x:.0f} nm: n = {mean_number(x):.6f}, "
          f"A exp(gamma x) = {amplitude*np.exp(gamma*x):.6f}")
print(f"simulated n at region end = {mc_mean:.3f} +- {mc_error:.3f}")
print(f"simulated fraction past dead space = {mc_fraction:.4f} "
      f"+- {fraction_error:.4f}")
print(f"simulated single-lineage rate/alpha = {lineage_rate/alpha:.4f}")
print(f"n at region end without dead space = {np.exp(alpha*region):.3f}")
print(f"wrong estimate exp(x/mean flight) there = {np.exp(region/mean_flight):.3f}")
print(f"alternative convention gamma/alpha = {other_rate/alpha:.6f}")
print(f"same from delay equation = {other_numeric/alpha:.6f}")
print("tests ok")
```

It prints:

```
alpha = 0.0100 1/nm
dead space d = 50.0 nm
alpha*d = 0.500 (dimensionless)
region length = 500.0 nm
mean flight d + 1/alpha = 150.0 nm
Lambert argument 2u e^u = 1.648721
Lambert value W = 0.766249
gamma/alpha = 0.532497
gamma = 0.0053250 1/nm
gamma converted = 5.3250e+04 1/cm
gamma/alpha from integral equation = 0.532501
largest relative gap, integral equation vs sum = 3.9e-05
amplitude A = 0.814705
A from integral equation = 0.814720
lower bound ln2/(mean flight)/alpha = 0.462098
upper bound 1/(mean flight)/alpha = 0.666667
small-u slope of gamma/alpha = -1.9995
first transient root/alpha, real part = -3.0536
first transient root/alpha, imaginary part = 8.9749
x = 50 nm: n = 1.000000, A exp(gamma x) = 1.063239
x = 100 nm: n = 1.393469, A exp(gamma x) = 1.387590
x = 150 nm: n = 1.812529, A exp(gamma x) = 1.810887
x = 200 nm: n = 2.362903, A exp(gamma x) = 2.363316
x = 500 nm: n = 11.676254, A exp(gamma x) = 11.676254
simulated n at region end = 11.687 +- 0.032
simulated fraction past dead space = 0.5319 +- 0.0009
simulated single-lineage rate/alpha = 0.6659
n at region end without dead space = 148.413
wrong estimate exp(x/mean flight) there = 28.032
alternative convention gamma/alpha = 0.703467
same from delay equation = 0.703468
tests ok
```
